\section*{End-site weight of the midgap state in a dimerized chain}

\section*{Problem}

A semi-infinite chain has sites $A_1,B_1,A_2,B_2,\ldots$ with one orbital on each. All site energies are equal and are taken as the zero of energy. Neighbouring orbitals are coupled by two alternating bonds, both real and positive: $v$ joins $A_n$ to $B_n$ inside a cell, and $w$ joins $B_n$ to $A_{n+1}$ in the next cell. The orbitals are orthonormal, the electrons are independent, and there are no other couplings. The chain ends at $A_1$, whose one bond is $v$.

\begin{enumerate}
\item For $v<w$, find every normalizable state of the chain and the probability $Z$ that an electron in it is on $A_1$.
\item Find $Z$ again from the Green function of the end site, without assuming the form of the state. What happens if $v>w$?
\item Where is the rest of the spectral weight of $A_1$?
\item Evaluate the results for $v=2.15$~eV, $w=2.85$~eV and a cell length $a=0.246$~nm, and judge what the model leaves out for a conjugated polymer with roughly these values.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write the eigenvalue equations separately for the $A$ and $B$ amplitudes. For $E\neq0$, eliminate the $A$ amplitudes; what remains is a uniform chain with a hard wall. Treat $E=0$ on its own.
\item Remove $A_1$ and $B_1$. What is left is the same chain again. To choose between the two roots of the resulting quadratic, work at an imaginary energy.
\item The local density of states of one orbital integrates to one.
\item A small extra term in the Hamiltonian shifts the level by its expectation value in the midgap state.
\end{enumerate}

\section*{Solution}

\subsection*{1. The bound state}

Let $a_n$ and $b_n$ be the amplitudes on $A_n$ and $B_n$. The eigenvalue equations are
\begin{align}
E a_n &= w b_{n-1}+v b_n, \qquad b_0=0, \label{A}\\
E b_n &= v a_n+w a_{n+1}, \label{B}
\end{align}
for $n\ge1$. The condition $b_0=0$ expresses the missing neighbour of $A_1$.

In the bulk, a wave with phase $k$ per cell satisfies $Ea=(v+we^{-ik})b$ and $Eb=(v+we^{ik})a$. Multiplying the two gives
\begin{equation}
E^2=v^2+w^2+2vw\cos k .
\end{equation}
The bands therefore cover $|w-v|\le|E|\le w+v$, and the gap is $2|w-v|$, centred on zero.

Suppose first that $E\neq0$. Multiply (\ref{B}) by $E$ and insert (\ref{A}) for $Ea_n$ and $Ea_{n+1}$:
\begin{align}
E^2b_n&=v(wb_{n-1}+vb_n)+w(wb_n+vb_{n+1})\nonumber\\
&=(v^2+w^2)b_n+vw(b_{n-1}+b_{n+1}).
\end{align}
With $b_0=0$ the solution is $b_n=C(\lambda^n-\lambda^{-n})$, where $\lambda+\lambda^{-1}=(E^2-v^2-w^2)/(vw)$. Since the right side is real, $\lambda$ is either real or of modulus one. If $|\lambda|\neq1$, one of the two terms grows without limit. If $|\lambda|=1$, the solution does not decay; at $\lambda=\pm1$ it becomes $b_n\propto n(\pm1)^n$, which grows. A normalizable state thus needs $C=0$, so all $b_n$ vanish, and (\ref{A}) then makes all $a_n$ vanish. There is no normalizable state with $E\neq0$.

At $E=0$ the sublattices separate. Equation (\ref{A}) with $n=1$ gives $vb_1=0$, and the following ones give $b_n=-(w/v)b_{n-1}=0$. Equation (\ref{B}) gives
\begin{equation}
a_{n+1}=r\,a_n,\qquad r=-\frac vw,\qquad a_n=r^{\,n-1}a_1 .
\end{equation}
The minus sign makes the two contributions arriving at each $B$ site cancel. The norm is a geometric series, which converges for $|r|<1$, that is, for $v<w$:
\begin{equation}
1=\sum_{n=1}^{\infty}|a_n|^2=|a_1|^2\sum_{n=1}^{\infty}r^{2(n-1)}=\frac{|a_1|^2}{1-r^2}.
\end{equation}
Hence there is one bound state, at the middle of the gap, with
\begin{equation}
\boxed{Z=|a_1|^2=1-\frac{v^2}{w^2}\qquad(v<w).}
\label{Z}
\end{equation}

For $v\to0$ the end orbital is cut off and $Z\to1$. For $v\to w$ the gap closes, and
\begin{equation}
Z=\frac{(w-v)(w+v)}{w^2}\simeq\frac{2(w-v)}{w},
\end{equation}
so close to this limit the weight is the gap divided by $w$. The state is then spread over many cells.

The density falls by the factor $r^2$ per cell. Writing it as $e^{-x/\ell}$ with $x=(n-1)a$ gives $e^{-a/\ell}=v^2/w^2$, or
\begin{equation}
\ell=\frac{a}{2\ln(w/v)} .
\end{equation}

\subsection*{2. The end-site Green function}

Define $g(E)=\langle A_1|(E-H)^{-1}|A_1\rangle$. It is the amplitude $x_{A_1}$ that solves $(E-H)x=|A_1\rangle$. The first two rows of this equation are
\begin{equation}
Ex_{A_1}-vx_{B_1}=1,\qquad Ex_{B_1}-vx_{A_1}-wx_{A_2}=0 .
\end{equation}
The part of the chain from $A_2$ onwards is a copy of the whole chain, driven at its end by $wx_{B_1}$. Therefore $x_{A_2}=g\,w\,x_{B_1}$. The second row gives $x_{B_1}=vx_{A_1}/(E-w^2g)$, and the first becomes
\begin{equation}
g=\frac{1}{E-\dfrac{v^2}{E-w^2g}} .
\end{equation}
Clearing the fractions gives $g[E(E-w^2g)-v^2]=E-w^2g$, or
\begin{equation}
Ew^2g^2-(E^2+w^2-v^2)g+E=0. \label{quad}
\end{equation}

Now set $E=i\eta$ with $\eta>0$, and let $P=w^2-v^2-\eta^2$. The two roots are
\begin{equation}
g(i\eta)=\frac{P\pm\sqrt{P^2+4\eta^2w^2}}{2i\eta w^2}
=-i\,\frac{P\pm\sqrt{P^2+4\eta^2w^2}}{2\eta w^2}.
\end{equation}
If $\rho(\epsilon)\ge0$ is the local density of states of $A_1$, then
\begin{equation}
\operatorname{Im}g(i\eta)=\operatorname{Im}\int\frac{\rho(\epsilon)\,d\epsilon}{i\eta-\epsilon}
=-\eta\int\frac{\rho(\epsilon)\,d\epsilon}{\eta^2+\epsilon^2}<0 .
\end{equation}
The square root is larger than $|P|$, so the plus sign is required.

A state at $E=0$ with weight $Z$ on $A_1$ contributes $Z/(i\eta)$ to $g(i\eta)$. The bands lie away from zero when $v\ne w$, so their contribution to $i\eta g$ vanishes as $\eta\to0$. The weight is
\begin{equation}
Z=\lim_{\eta\to0}i\eta\,g(i\eta)=\frac{w^2-v^2+|w^2-v^2|}{2w^2}.
\end{equation}
For $v<w$ this is (\ref{Z}). For $v>w$ it is zero: the amplitudes of part 1 grow into the chain and there is no bound state. The expression $1-v^2/w^2$ would be negative there and has no meaning as a probability.

\subsection*{3. The remaining weight}

The total weight of $A_1$ is one, so for $v<w$ the bands must contain $1-Z=v^2/w^2$. Their density follows from (\ref{quad}) at real $E$. Inside the bands the discriminant is negative, the roots are complex, and $\rho=-\operatorname{Im}g/\pi$ gives
\begin{align}
\rho(E)&=\frac{\sqrt{4E^2w^2-(E^2+w^2-v^2)^2}}{2\pi|E|w^2}\nonumber\\
&=\frac{\sqrt{[v^2-(|E|-w)^2][(|E|+w)^2-v^2]}}{2\pi|E|w^2}.
\end{align}
The second line factors the difference of squares. Both brackets are positive for $w-v<|E|<w+v$, as they should be.

\subsection*{4. Numbers, and a real polymer}

The gap is $2(2.85-2.15)=1.40$~eV. The amplitude ratio is $r=-2.15/2.85=-0.754$, so $r^2=0.569$ and
\begin{equation}
Z=1-0.569=0.431 .
\end{equation}
The next three $A$ sites carry $0.245$, $0.140$ and $0.079$, each $0.569$ times the one before. The first four cells thus hold about 90\% of the state. The decay length is $\ell=0.246/[2\ln(2.85/2.15)]=0.436$~nm, less than two cells. Numerical integration of $\rho(E)$ over both bands gives $0.569$, the part missing from $Z$.

The chosen bonds and cell length are rough values for \emph{trans}-polyacetylene, whose carbon backbone has alternating bonds and a gap of roughly 1.4~eV. Real chains break several assumptions of the model. The sizes below use rough inputs, one change at a time, with $v$ and $w$ held fixed elsewhere. The altered weights come from numerical diagonalization of a 401-site chain, long enough for its far end not to matter.

\begin{itemize}
\item \emph{Second-neighbour hopping.} A coupling $t_2$ between second neighbours has the expectation value $2t_2\sum_n a_na_{n+1}=2t_2r=-2t_2v/w$. For $t_2=0.10$~eV the level moves by $-0.15$~eV, while the weight stays at $0.43$. The band edges, at $k=\pi$, move by $-2t_2=-0.20$~eV, so the level ends $0.05$~eV above the middle of the gap. The sign of $t_2$ cannot be removed by changing the signs of the orbitals; for $t_2=-0.10$~eV all three shifts reverse and the level ends $0.05$~eV below the middle.
\item \emph{A different end site.} An energy $\varepsilon$ on $A_1$ shifts the level by $Z\varepsilon$ to first order. For $\varepsilon=0.20$~eV this is $0.086$~eV, and the weight becomes $0.427$.
\item \emph{Bond relaxation.} If the first bond alone is reduced by 10\%, the level stays at zero, because the equations still separate, but the weight rises to $0.48$. This shows only how sensitive the weight is. The model imposes the bond pattern, whereas in a polymer the lattice responds to the electrons, and an end carbon with one neighbour in the chain tends to form a strong bond to it. The midgap state can then move into the chain as a defect in the bond pattern (a soliton), leaving no bound state at the end. The results here apply when something outside the model keeps the end bond weak.
\item \emph{Temperature.} At 300~K the thermal energy is $0.026$~eV, and half the gap is 27 times larger. Thermal excitation from the level into the bands is weak in this model.
\item \emph{Electron repulsion.} With a repulsion $U$ between two electrons on the same site, putting two electrons in the bound state costs, to first order,
\begin{equation}
U\sum_n a_n^4=\frac{UZ^2}{1-r^4}=U\,\frac{1-r^2}{1+r^2}.
\end{equation}
For $U=4$~eV this is $1.1$~eV, comparable with the whole one-electron gap. At this $U$ first order is only a guide: on chains of nine and eleven sites the exact cost lies about $0.14$~eV above the first-order value for the same chain. The repulsion also widens the gap itself, so bonds chosen to give $1.4$~eV at $U=0$ no longer give that gap.
\end{itemize}

For these inputs, repulsion gives the largest energy among the electronic terms listed, and it also changes the distribution of spin. Consider nine sites, starting on $v$ and ending on $w$, with five up-spin and four down-spin electrons. At $U=0$ the four lowest levels are doubly filled and their spins cancel, so the spin density (up minus down occupation) on $A_1$ is the weight of the singly occupied midgap state. That weight is $Z/(1-r^{10})=0.458$, slightly above $Z$ because only five $A$ sites share the state. Diagonalization in the full many-electron space with $U=4$~eV gives a spin density of $0.643$, an increase of 40\% relative to $U=0$. These figures still depend on the length: seven sites give $0.652$ (35\%) and eleven sites give $0.640$ (43\%). This small chain has neither long-range repulsion nor lattice relaxation, so it gives a size and not a prediction for the polymer. The value $Z=0.43$ describes the one-electron orbital; it should not be read as the measured spin density of a chain end, nor should the level at zero be read as the energy for adding an electron.

\section*{Variation 1: a metal on the first site}

\emph{A metal with a broad, featureless band is attached to $A_1$. Alone, that orbital would acquire the full width $\Gamma_0$. How wide is the midgap level?}

The metal adds the self-energy $-i\Gamma_0/2$ to the end site. The new Green function is $(g^{-1}+i\Gamma_0/2)^{-1}$, with a pole where $g^{-1}(E)=-i\Gamma_0/2$. Near the middle of the gap $g\simeq Z/E$, so
\begin{equation}
\frac EZ=-\frac{i\Gamma_0}{2},\qquad E=-\frac{iZ\Gamma_0}{2},\qquad \Gamma=Z\Gamma_0 .
\end{equation}
An electron in the bound state can leave through $A_1$ alone and is there with probability $Z$, which is why the width is reduced by this factor. The result needs $\Gamma_0$ small compared with $w$: putting $g=2i/\Gamma_0$ into (\ref{quad}) gives a leading relative correction of $+(v\Gamma_0/2w^2)^2$ to the width read from the pole. The full width at half maximum of the line seen on $A_1$, fixed by $g=2/\Gamma_0$, has a leading correction of the same size and the opposite sign. For $\Gamma_0=0.10$~eV it gives $\Gamma=0.043$~eV, and the complex eigenvalue of the 401-site chain with this self-energy gives the same value to these digits.

\section*{Variation 2: a chain with two ends}

\emph{A chain has $N$ complete cells and ends on the weaker bond $v$ at both sides. What are the energies of its midgap states, and what weight does each have on $A_1$?}

For a long chain, take the left state $a_n=\sqrt Z\,r^{n-1}$ on the $A$ sites and its mirror image $b_n=\sqrt Z\,r^{N-n}$ on the $B$ sites. Corrections of relative order $r^{2N}$ to their norms are dropped. Acting on the left state, $H$ gives $va_n+wa_{n+1}=0$ on every $B_n$ with $n<N$. On $B_N$ the second term is missing and $va_N$ remains. The coupling between the two states is therefore
\begin{equation}
\langle R|H|L\rangle=b_N\,v\,a_N=vZ\,r^{N-1}.
\end{equation}
The diagonal elements vanish, because $H$ connects $A$ sites to $B$ sites. The two-state problem has the energies
\begin{equation}
E_\pm\simeq\pm vZ\,|r|^{N-1},
\end{equation}
and its eigenstates are equal mixtures of $L$ and $R$. The relative error of this energy is several times $r^{2N}$: for the bonds above the exact level exceeds the formula by 14\% at $N=5$, 1.4\% at $N=10$ and 0.01\% at $N=20$. Since $R$ has no amplitude on $A_1$, each mixture has the weight $Z/2$ there.

For $N=20$ and the bonds above, $E_\pm=\pm2.15\times0.431\times0.754^{19}$~eV, which is $\pm4.4$~meV with unrounded factors. Diagonalization of the 40-site chain gives the same value to these digits, and a weight of $0.215$ on $A_1$ for each state. A measurement at $A_1$ that covers both filled and empty states, and does not resolve the splitting of $8.8$~meV, collects both levels and with them the full weight $Z$ of the semi-infinite chain. With one electron per site and at zero temperature, only the lower level is filled, so a measurement of filled states alone finds $Z/2$ for each spin.

Numbers in the example were calculated in double precision.
